# Effective density-of-states hole mass of silicon from 4 K to 500 K

**Question**

I need the effective density-of-states mass $m_d$ of holes in silicon between 4 K and 500 K. With parabolic heavy and light bands I get a constant. Adding a parabolic split-off band, weighted by its Boltzmann factor, hardly changes it. The six-band Hamiltonian clearly gives curved bands, but I don't see how to integrate its density of states cleanly, or how to say which part of the answer is nonparabolicity and which part is the split-off band. Is there a well-defined separation, and how large is each part?

**Answer**

There is one, provided you separate $m_d^{3/2}$ and not $m_d$. The hole density is proportional to $m_d^{3/2}$, so this is the quantity in which bands add.

**Model and definition**

I use atomic units in the algebra, with masses in units of the free-electron mass $m_0$. Hole energy $\varepsilon\ge 0$ is measured downward from the valence top. For wave vector $\mathbf k=k\mathbf n$ and $\kappa=k^2/2$,

$$H=\kappa A(\mathbf n)+\Delta P,\qquad A_{ii}=\gamma_1+2\gamma_2(3n_i^2-1),\quad A_{i\neq j}=6\gamma_3n_in_j .$$

$A$ acts on three orbitals and is the unit matrix in spin. $P=(1-\boldsymbol\ell\cdot\boldsymbol\sigma)/3$ projects on the $j=1/2$ pair, where $\boldsymbol\ell$ is the orbital angular momentum of the triplet. The parameters are held fixed with temperature, and $A$ must be positive definite. The mass is defined by

$$N_v=\sum_{\text{6 bands}}\int\!\frac{d^3k}{(2\pi)^3}\,e^{-\varepsilon/kT}=2\left(\frac{m_d\,kT}{2\pi}\right)^{3/2}.$$

In $kT$, $k$ is Boltzmann's constant.

**From the density of states to constant-energy surfaces**

Let $\mathcal N(\varepsilon)$ be the number of states per volume below $\varepsilon$. Integrating by parts, with $t=\varepsilon/kT$, gives $N_v=\int_0^\infty dt\,e^{-t}\mathcal N(t\,kT)$. Time reversal, together with $H$ being even in $\mathbf k$, makes the bands come in degenerate pairs $b$. Each pair fills a volume bounded by $k_b=(2\kappa_b)^{1/2}$, so with $\langle\cdot\rangle$ the average over directions,

$$\mathcal N=\sum_b\frac{2}{8\pi^3}\,\frac{4\pi}{3}\langle(2\kappa_b)^{3/2}\rangle=\sum_b\frac{\langle(2\kappa_b)^{3/2}\rangle}{3\pi^2}.$$

Equating the two forms of $N_v$ leaves the prefactor $(4\pi)^{3/2}/(6\pi^2)=4/(3\sqrt\pi)=1/\Gamma(5/2)$:

$$m_d^{3/2}=\sum_b m_b^{3/2},\qquad m_b^{3/2}=\frac{1}{\Gamma(5/2)}\int_0^\infty dt\,e^{-t}\left\langle\left(\frac{\kappa_b(t\,kT)}{kT}\right)^{3/2}\right\rangle .$$

A parabolic band $\kappa=m\varepsilon$ returns $m$, as it should.

This needs one surface per band. Since $\partial\varepsilon/\partial\kappa$ is the expectation value of $A$, which is positive, each band rises steadily along a ray. The allowed $\kappa$ are eigenvalues of $A^{-1/2}(\varepsilon-\Delta P)A^{-1/2}$, which has as many positive eigenvalues as $\varepsilon-\Delta P$. There are therefore two surfaces (heavy, light) for $0<\varepsilon<\Delta$, and three above $\Delta$.

**The cubic for the surfaces**

Write $A=\gamma_1+B$, with $\mathrm{Tr}\,B=0$, $\mathrm{Tr}\,B^2=6r^2$ and $d=\det B$. With $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$ and $q=n_x^2n_y^2n_z^2$,

$$6r^2=4\gamma_2^2\sum_i(3n_i^2-1)^2+72\gamma_3^2s=24\gamma_2^2(1-3s)+72\gamma_3^2s,$$

so $r^2=4[\gamma_2^2+3(\gamma_3^2-\gamma_2^2)s]$. Expanding the determinant gives

$$d=8\gamma_2^3(27q-9s+2)+432\gamma_3^3q-72\gamma_2\gamma_3^2(9q-s).$$

Let $\mu=\varepsilon-\gamma_1\kappa$ be an eigenvalue of $\kappa B+\Delta P$. Half the six-dimensional trace of each power counts every pair once. Because $\mathrm{Tr}\,\boldsymbol\sigma=0$, the spin trace of $P$ is $2/3$, giving $\mathrm{Tr}(PB)=0$ and $\mathrm{Tr}(PB^2)=\tfrac23\cdot6r^2=4r^2$. For a traceless $3\times3$ matrix, $\mathrm{Tr}\,B^3=3d$. The half-traces are

$$p_1=\Delta,\quad p_2=6r^2\kappa^2+\Delta^2,\quad p_3=3d\kappa^3+6r^2\kappa^2\Delta+\Delta^3 .$$

Newton's identities turn them into the coefficients

$$e_2=\tfrac12(p_1^2-p_2)=-3r^2\kappa^2,\qquad e_3=\tfrac16(p_1^3-3p_1p_2+2p_3)=d\kappa^3-r^2\kappa^2\Delta,$$

and $\mu^3-p_1\mu^2+e_2\mu-e_3=0$ reads

$$\mu^3-\Delta\mu^2-3r^2\kappa^2\mu-d\kappa^3+r^2\kappa^2\Delta=0. \tag{1}$$

Insert $\mu=\varepsilon-\gamma_1\kappa$, collect powers of $\kappa$, use $\det A=\gamma_1^3-3\gamma_1r^2+d$, and change the overall sign:

$$\det A\,\kappa^3-(\gamma_1^2-r^2)(3\varepsilon-\Delta)\kappa^2+\gamma_1\varepsilon(3\varepsilon-2\Delta)\kappa-\varepsilon^2(\varepsilon-\Delta)=0 .$$

At given $\varepsilon$ and direction, the largest root is the heavy surface, the next the light one, and the smallest, once positive, the split-off one.

Measuring $\kappa$ and $\varepsilon$ in units of $\Delta$ removes $\Delta$ from the cubic, so $m_d$ depends on temperature through $kT/\Delta$ alone. Since $P$ has no negative eigenvalues, raising $\Delta$ at fixed $T$ cannot lower any band energy, and so cannot raise any $m_b$. Equivalently, at fixed $\Delta$ no part falls as $T$ rises.

**Low temperature: why the bands bend**

For $\kappa\ll\Delta$ the leading terms of (1) give $\mu=\sigma r\kappa$, with $\sigma=-1$ for heavy and $+1$ for light. Put $\mu=\sigma r\kappa+\delta$ and keep order $\kappa^3$:

$$-2\Delta\sigma r\kappa\,\delta+\sigma r^3\kappa^3-3\sigma r^3\kappa^3-d\kappa^3=0
\;\Rightarrow\;\delta=-\frac{w^2\kappa^2}{\Delta},\quad w^2=r^2+\frac{\sigma d}{2r}.$$

With $\lambda=\gamma_1+\sigma r$, inversion of $\varepsilon=\lambda\kappa-w^2\kappa^2/\Delta$ gives $\kappa\simeq(\varepsilon/\lambda)[1+w^2\varepsilon/(\lambda^2\Delta)]$. Raising this to the power $3/2$ multiplies the correction by $3/2$, and the thermal integral multiplies it by $\Gamma(7/2)/\Gamma(5/2)=5/2$. Hence

$$m_{h,l}^{3/2}\simeq\left\langle\lambda^{-3/2}\left[1+\frac{15}{4}\frac{w^2}{\lambda^2}\frac{kT}{\Delta}\right]\right\rangle .$$

The correction is repulsion by the split-off pair: it pushes the heavy and light bands toward the valence top and adds states at low hole energy. The heavy band along $[100]$ and $[111]$ is an exception: there $w=0$, and it stays parabolic.

The third root starts at $\mu=\Delta$. Setting $\mu=\Delta+\delta$ in (1) gives $\Delta^2\delta-2r^2\kappa^2\Delta=0$ at order $\kappa^2$, so $\varepsilon=\Delta+\gamma_1\kappa+2r^2\kappa^2/\Delta$. Its edge mass is $1/\gamma_1$, its low-temperature part is $\gamma_1^{-3/2}e^{-\Delta/kT}$, and repulsion reduces its density of states.

**High temperature**

For $kT\gg\Delta$, expand the trace of the Boltzmann factor to first order in $\Delta$. The spin trace replaces $P$ by its average $1/3$, so

$$m_d^{3/2}\simeq\Big\langle\sum_i a_i^{-3/2}\Big\rangle\left(1-\frac{\Delta}{3kT}\right),$$

with $a_i$ the three eigenvalues of $A$.

**The separation**

$$m_d^{3/2}=\underbrace{\langle\lambda_h^{-3/2}+\lambda_l^{-3/2}\rangle}_{\text{parabolic, warped}}+\underbrace{\text{heavy and light gain}}_{\text{nonparabolic}}+\underbrace{m_{so}^{3/2}}_{\text{split-off}} .$$

The gain is the full heavy and light part minus its $T\to0$ value. The last term counts holes in the split-off band, including that band's own curvature.

**Numbers for silicon**

As inputs resembling silicon I choose $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$ and $\Delta=0.044$ eV. The later digits of the $\gamma$'s only define the example, so that its numbers can be reproduced; they are not claimed as measured. The band-edge parts are $0.3729$ (heavy) and $0.0611$ (light). Their sum, $0.4340$, gives $m_d(T\to0)=0.4340^{2/3}=0.573\,m_0$.

At 300 K, $kT=0.02585$ eV and $kT/\Delta=0.5875$. The integral gives gains of $0.5487$ (heavy) and $0.0567$ (light), and a split-off part of $0.0123$:

$$m_d^{3/2}=0.4340+0.5487+0.0567+0.0123=1.0517,\qquad m_d=1.034\,m_0,$$

which corresponds to $N_v=2.64\times10^{19}$ cm$^{-3}$.

| $T$ (K) | $m_d/m_0$ | gain | split-off | $N_v$ (cm$^{-3}$) |
|---|---|---|---|---|
| 4 | 0.578 | 0.006 | negligible | $1.70\times10^{16}$ |
| 77 | 0.724 | 0.182 | 0.0001 | $2.01\times10^{18}$ |
| 150 | 0.864 | 0.367 | 0.003 | $7.13\times10^{18}$ |
| 300 | 1.034 | 0.605 | 0.012 | $2.64\times10^{19}$ |
| 500 | 1.144 | 0.768 | 0.022 | $6.61\times10^{19}$ |

The middle two columns are parts of $(m_d/m_0)^{3/2}$. As a test of the integration, I diagonalized the $6\times6$ matrix on a Cartesian mesh of $\mathbf k$ and summed the Boltzmann factors at 40, 300 and 500 K. The total $m_d^{3/2}$ agreed to a relative $4\times10^{-6}$.

At 300 K the shares of $N_v$ are 41% parabolic, 58% nonparabolic and 1.2% split-off. Dropping the split-off holes lowers $m_d$ only from 1.034 to 1.026. Your all-parabolic estimate gives 0.591, so what it misses is the bending. The split-off band thus matters through its coupling far more than through its occupation: within this model, $\Delta\to\infty$ would leave the heavy and light bands parabolic.

The $[110]$ direction shows the bending clearly. There $s=1/4$, $q=0$ and $r^2=\gamma_2^2+3\gamma_3^2$, so the heavy ratio $\kappa/\varepsilon$ starts at $1/(\gamma_1-r)=0.57$. It reaches 1.76 at 0.0259 eV and 2.99 at 0.1 eV. Far above $\Delta$ it tends to the inverse of the smallest eigenvalue of $A$, $\gamma_1+\gamma_2-3\gamma_3=0.286$, which is about 3.5.

The linear low-temperature law is good at 4 K (0.5780 against 0.5781) but already low at 20 K (0.597 against 0.602). At the other end, 500 K is still far from the $\Delta\to0$ value of $1.39\,m_0$, because $kT=0.043$ eV is only about equal to $\Delta$ and the limit is approached slowly: even at $kT=3\Delta$ the model gives $1.30\,m_0$.

**How far to trust this for real silicon**

At 300 K, not even the second digit of $m_d$ is secure. The nearby set $\gamma_1=4.27$, $\gamma_2=0.315$, $\gamma_3=1.458$ gives $m_d=1.155\,m_0$, $N_v=3.12\times10^{19}$ cm$^{-3}$ and shares of 36%, 63% and 1.0%, while its $T\to0$ mass moves only to $0.582\,m_0$. The ranking of the three parts is the same for both sets. Raising $\gamma_3$ by 1% raises $m_d$ at 300 K by $0.065\,m_0$, about 6%. The small difference $\gamma_1+\gamma_2-3\gamma_3$ then falls by 15%, which is consistent with such sensitivity. If all direct gaps, including those to remote bands, are 1% smaller and the whole interband part of $A$ is scaled up accordingly, $m_d$ falls by $0.025\,m_0$ at 300 K and $0.028\,m_0$ at 500 K. If only the gaps to the two lowest conduction levels, $\Gamma_{15}$ and $\Gamma_{2'}$, shrink by 1%, it falls by only about $0.008\,m_0$ at either temperature. Real gaps shrink on heating, so by this effect fixed parameters overstate the rise with temperature.

For the curvature due to remote bands, I compared the full bands of a local empirical pseudopotential model with that model's own six-band limit. The full bands gave a mass larger by less than 1% at both 300 K and 500 K. This is an estimate: the model's smallest $[110]$ eigenvalue is 0.374 at the plane-wave cutoff used and settles at 0.365 for larger cutoffs, so its heavy band is less extreme than the one used here.

Doping breaks the Boltzmann assumption. With $z=e^{(E_v-E_F)/kT}<1$, where $E_v$ is the valence-top energy and $E_F$ the Fermi level, expanding the Fermi function gives

$$p=zN_v(T)-z^2N_v(T/2)+\dots$$

The first term is 1% too large when $z=0.01\,N_v(T)/N_v(T/2)$. That happens near $p=1\times10^{18}$ cm$^{-3}$ at 300 K, but near $5\times10^{14}$ cm$^{-3}$ at 4 K. The 4 K figure applies to free holes supplied by light or injection, since in lightly doped silicon at equilibrium the holes are then frozen onto the acceptors. In a contact region with $10^{20}$ holes per cm$^3$, above $N_v$ at every temperature in the table, use the Fermi integral over the same surfaces instead of $N_v$. This corrects the statistics only: doping this heavy also shifts and blurs the band edge, which the model leaves out. The remaining temperatures and the mesh shifts are in the numerical output.

## Table of computed values

```
gamma1, gamma2, gamma3 = 4.285 0.339 1.446 (rough input)
spin-orbit splitting = 0.044 eV (rough input)
kT at 300 K = 0.02585 eV; kT/Delta = 0.5875
band-edge parts of m^1.5: heavy 0.3729, light 0.0611, sum 0.4340
band-edge masses: heavy 0.5181, light 0.1551 m0
T->0 density-of-states mass = 0.5733 m0
split-off edge mass = 0.2334 m0; its m^1.5 = 0.1127
first-order slope of m^1.5 in kT/Delta: heavy 0.6387, light 0.0440
first-order law at 4 K: m_d = 0.5780 m0
first-order law at 20 K: m_d = 0.5966 m0
Delta->0 limit of m_d = 1.3919 m0
[110] eigenvalues of A = 0.2860, 3.6070, 8.9620
[110] heavy kappa/energy at 0 eV = 0.5690 m0
[110] heavy kappa/energy at 0.0259 eV = 1.7628 m0
[110] heavy kappa/energy at 0.0440 eV = 2.3968 m0
[110] heavy kappa/energy at 0.1000 eV = 2.9941 m0
columns: T (K); m_d (m0); gains of m^1.5: heavy, light; split-off m^1.5;
         m_d without split-off (m0); N_v (cm^-3)
   4 0.5781 0.0052 0.0004 4.050e-57 0.5781 1.698e+16
  10 0.5861 0.0138 0.0009 7.242e-24 0.5861 6.853e+16
  20 0.6016 0.0306 0.0019 8.547e-13 0.6016 2.015e+17
  50 0.6625 0.0992 0.0059 3.509e-06 0.6625 9.206e+17
  77 0.7237 0.1707 0.0108 1.181e-04 0.7236 2.009e+18
 100 0.7731 0.2294 0.0157 5.178e-04 0.7727 3.283e+18
 150 0.8643 0.3395 0.0273 2.616e-03 0.8624 7.129e+18
 200 0.9350 0.4260 0.0383 5.748e-03 0.9311 1.235e+19
 300 1.0341 0.5487 0.0567 1.225e-02 1.0261 2.639e+19
 400 1.0989 0.6301 0.0703 1.755e-02 1.0877 4.451e+19
 500 1.1442 0.6879 0.0804 2.155e-02 1.1307 6.608e+19
shares of N_v at 77 K: parabolic 70.50, nonparabolic 29.48, split-off 0.02 %
shares of N_v at 300 K: parabolic 41.27, nonparabolic 57.56, split-off 1.17 %
shares of N_v at 500 K: parabolic 35.46, nonparabolic 62.77, split-off 1.76 %
all-parabolic at 300 K: split-off m^1.5 0.0206, m_d 0.5912 m0
all-parabolic at 500 K: split-off m^1.5 0.0406, m_d 0.6085 m0
largest mesh shift: m_d 3.5e-06 m0, single part of m^1.5 5.2e-06
largest relative gap to Cartesian k-space sum, total m^1.5 = 4.1e-06
largest relative gap to ray integrals, single bands = 4.2e-06
Cartesian mesh error: light alone 5.6e-03, heavy+light 3.2e-05
Boltzmann overcounts by 1 % at 4 K near p = 4.79e+14 cm^-3
Boltzmann overcounts by 1 % at 300 K near p = 9.67e+17 cm^-3
Boltzmann overcounts by 1 % at 500 K near p = 2.30e+18 cm^-3
direct gaps 1 % smaller, 300 K: m_d changes by -0.0251 m0
direct gaps 1 % smaller, 500 K: m_d changes by -0.0284 m0
gamma3 1 % larger, 300 K: m_d changes by +0.0654 m0
lattice model gammas = 4.475, 0.445, 1.515
lattice model lowest [110] eigenvalue of A = 0.3741
full-band/six-band mass ratio at 300 K = 1.0021; shifts: cutoff +0.0008, mesh -0.0001
full-band/six-band mass ratio at 500 K = 1.0055; shifts: cutoff +0.0013, mesh +0.0001
```
